# Why slow {111} growth makes an amorphous wedge at mask edges

**Question.** Silicon amorphized by implantation through a mask window regrows from the crystal below and from the crystal at the side. Defects are found near the mask edge, where the two fronts meet. Growth along {111} is slow. Does a slow {111} facet pinch the remaining amorphous wedge, and can front speeds alone show where this happens?

**Answer.** In part. In the front model used here, slow {111} growth does produce a sharp amorphous wedge early on, but not by means of a facet that spreads and squeezes it. The {111} part of the front is overrun by faster parts on both sides. They meet at an edge, and the path of this edge is the seam between lateral and vertical growth. Front speeds locate the seam only together with the original shape of the amorphous region. They contain no atomic lattice, so a defect needs a further cause.

**The front and its speeds**

Take a (001) wafer with a straight mask edge along a <110> direction, and look along that edge. Let $x$ point sideways into the amorphous region and $y$ upward. The original amorphous region has a flat bottom at $y=0$, a vertical side at $x=0$, and between them a circular corner of radius $R$ centred at $(R,R)$. It reaches up to the wafer surface at $y=h$.

The normal of a front element, pointing into the amorphous material, is

$$\mathbf n(\theta)=(\sin\theta,\cos\theta).$$

The bottom is a (001) front with $\theta=0$, and the side is a {110} front with $\theta=90^\circ$. Between them lies {111}, at an angle $\alpha$ given by

$$\cos\alpha=\frac{[001]\cdot[111]}{\sqrt3}=\frac1{\sqrt3},\qquad \sin\alpha=\sqrt{\tfrac23},\qquad \alpha=54.7^\circ .$$

Call the normal speeds of the (001), {111} and {110} fronts $v_0$, $v_1$ and $v_2$. Temperature is constant, and stress and interface energy are left out at first.

Speeds are also needed for the orientations in between. Assume that a surface between (001) and {111} consists of small pieces of these two orientations, each advancing at its own speed. An edge between two such pieces moves with a velocity $\mathbf u_L$ that must keep it on both:

$$\mathbf u_L\cdot\mathbf n(0)=v_0,\qquad \mathbf u_L\cdot\mathbf n(\alpha)=v_1 .$$

The first condition fixes the $y$ component as $v_0$. With $\mathbf u_L=(b,v_0)$, the second reads $b\sin\alpha+v_0\cos\alpha=v_1$, so

$$b=\frac{v_1-v_0\cos\alpha}{\sin\alpha}.$$

All edges move with this same velocity and carry the surface with them. Its normal speed is therefore $v(\theta)=\mathbf u_L\cdot\mathbf n(\theta)$ for $0\le\theta\le\alpha$.

Between {111} and {110} the same argument gives $\mathbf u_U=(v_2,e)$. The {110} condition fixes the $x$ component, and $v_2\sin\alpha+e\cos\alpha=v_1$ gives

$$e=\frac{v_1-v_2\sin\alpha}{\cos\alpha}.$$

This step-flow law is an assumption about the intermediate orientations. It has a sharp minimum at {111} if $v_1$ is small enough.

**Why the {111} part is overrun**

A curve whose elements have normal speed $\mathbf u\cdot\mathbf n$ moves as a rigid body with velocity $\mathbf u$. The rounded corner thus splits at its {111} point into two arcs. The lower arc, next to the bottom, moves with $\mathbf u_L$. The upper arc, next to the side, moves with $\mathbf u_U$. Their relative velocity has the components

$$v_2-b=\frac{v_2\sin\alpha-v_1+v_0\cos\alpha}{\sin\alpha}=\frac{D}{\sin\alpha},$$

$$e-v_0=\frac{v_1-v_2\sin\alpha-v_0\cos\alpha}{\cos\alpha}=-\frac{D}{\cos\alpha},$$

with

$$D=v_0\cos\alpha+v_2\sin\alpha-v_1 .$$

Taking out a common factor gives

$$\mathbf u_U-\mathbf u_L=W\,\mathbf T,\qquad \mathbf T=(\cos\alpha,-\sin\alpha),\qquad W=\frac{D}{\sin\alpha\cos\alpha}.$$

The unit vector $\mathbf T$ lies along the {111} trace and points down and to the right. The upper arc starts on the upper left of the {111} point. If $D>0$, it moves toward the lower arc and crosses it.

A place is crystalline once either front has passed it. The tails of the arcs beyond their crossing point therefore lie in crystal and no longer belong to the front. What remains is a sharp edge, from which the orientations around {111} have disappeared.

The sign of $D$ separates three cases for this speed law:

- For $D>0$ the arcs cross, and a wedge forms from the start.
- For $D=0$ both arcs have the same velocity, and the rounded corner moves without changing shape.
- For $D<0$ the arcs separate, and a flat {111} facet of length $|W|t$ opens between them.

A lasting {111} facet at this corner thus requires fast {111} growth, with $v_1>v_0\cos\alpha+v_2\sin\alpha$. The reason is the shape of the corner: the crystal surrounds the amorphous material, and fast neighbours cut a slow facet short.

**The wedge in three stages**

Let $D>0$. At time $t$ the arc centres are

$$\mathbf C_L=(R+bt,\;R+v_0t),\qquad \mathbf C_U=(R+v_2t,\;R+et).$$

They are a distance $Wt$ apart along $\mathbf T$. The wedge tip is at distance $R$ from both, so it lies on the perpendicular bisector of the line joining them. Half the separation and the radius form a right triangle, with

$$\sin\delta=\frac{Wt}{2R}.$$

The tip is a distance $R\cos\delta$ from the midpoint of the centres, on the crystal side:

$$\mathbf r_{\rm tip}=\tfrac12(\mathbf C_L+\mathbf C_U)-R\cos\delta\,\mathbf n(\alpha).$$

The normals of the two arcs at the tip point toward their centres, at $\alpha-\delta$ and $\alpha+\delta$. Normals that differ by $2\delta$ enclose an amorphous angle of $180^\circ-2\delta$. The wedge begins blunt and sharpens steadily.

Both centres advance along $\mathbf n(\alpha)$ at speed $v_1$, since $\mathbf u_L\cdot\mathbf n(\alpha)=\mathbf u_U\cdot\mathbf n(\alpha)=v_1$. The advance of the tip in that direction is therefore

$$s_{\rm tip}=v_1t+R(1-\cos\delta).$$

The second term grows as $t^2$ at first. In this direction the tip starts at the slow speed $v_1$ and gains speed as the arcs cut more deeply into each other. It can also slide sideways along the front, which makes its total speed larger.

This first stage ends when one arc is used up. The upper arc covers only $90^\circ-\alpha=35.3^\circ$, less than the lower one, so it goes first. Then $\alpha+\delta=90^\circ$, hence $\sin\delta=\cos\alpha$, and

$$t_1=\frac{2R\cos\alpha}{W}=\frac{2R\sin\alpha\cos^2\alpha}{D}=\frac23\,\frac{R\sin\alpha}{D},$$

where $\cos^2\alpha=1/3$ was used. The wedge angle is now $180^\circ-2(90^\circ-\alpha)=2\alpha=109.5^\circ$.

In the second stage the flat side front $x=v_2t$ meets the lower arc. If $\theta$ is the normal angle of the arc at the tip, the horizontal distance from tip to centre is $R\sin\theta$:

$$\sin\theta=\frac{R+bt-v_2t}{R}=1-\frac{Dt}{R\sin\alpha}.$$

The tip height is $y=R+v_0t-R\cos\theta$. The normals differ by $90^\circ-\theta$, so the wedge angle is $90^\circ+\theta$. The lower arc is gone when $\theta=0$, at

$$t_2=\frac{R\sin\alpha}{D}=\frac32\,t_1 .$$

In the third stage the two flat fronts meet directly at $90^\circ$:

$$\mathbf r_{\rm tip}=(v_2t,\;v_0t).$$

The seam is then straight and makes an angle $\arctan(v_0/v_2)$ with the wafer surface. It ends there at $t=h/v_0$, at $x=v_2h/v_0$. This requires $t_2<h/v_0$. If instead $t_2>h/v_0$, the surface is reached while the corner is still partly rounded.

**What "pinching" can mean here**

The amorphous region is convex at the start. During growth it remains the common part of convex regions, bounded by the moving arcs and flat fronts, and is therefore itself convex. A convex region cannot split in two. In this model no amorphous pocket is cut off: the corner narrows to an edge, and the edge moves to the surface.

Nor does slow {111} growth delay the end of regrowth. All remaining amorphous material lies above $y=v_0t$, so a place at height $y$ is crystalline no later than $y/v_0$, whatever the value of $v_1$. In this model the corner is therefore not a place where amorphous silicon survives unusually long and gives random nucleation extra time. This result and the convexity both assume that each orientation has the same speed everywhere along the front; they fail if growth is slowed locally at the corner, as discussed at the end.

**Is the slow direction necessary?**

To compare different speed laws, follow the local radius of curvature. The tangent line of a front element with normal $\mathbf n(\theta)$ is $\mathbf n\cdot\mathbf r=p$, where $p=p_0(\theta)+v(\theta)t$. For the original arc $p_0=\mathbf n\cdot(R,R)-R$. The radius of curvature of the curve touched by these lines is $\rho=-(p+p'')$, with primes for derivatives in $\theta$. The term $\mathbf n\cdot(R,R)$ cancels because $\mathbf n''=-\mathbf n$, leaving

$$\rho(\theta,t)=R-(v+v'')\,t .$$

An edge appears where $\rho$ first reaches zero. With equal speed $v_0$ in all directions, $v''=0$ and the whole arc shrinks to a point at $t=R/v_0$. Lateral and vertical fronts then also meet at $90^\circ$. Slow {111} growth is therefore not necessary for a meeting.

For the step-flow law, $v+v''=0$ inside each of the two ranges, which is why the arcs keep their radius. At {111}, however, $v'$ jumps by $(\mathbf u_U-\mathbf u_L)\cdot\mathbf T=W$. There $v''$ is infinitely large, and the edge forms at $t=0$. This upward jump of the slope, which need not be a minimum of the speed, thus decides when the wedge begins and where.

A real minimum may be blunt. Write $q=\tan(\theta-\alpha)$. Near {111} the sharp law is

$$\frac{v}{\cos(\theta-\alpha)}=v_1+mq+\frac W2|q|,$$

where $m$ is the mean of the two slopes. Replace $|q|$ by $\sqrt{q^2+\epsilon^2}$. The second derivative of the right-hand side at $q=0$ is $W/(2\epsilon)$. It equals $v+v''$ at {111}, because differentiating the factor $\cos(\theta-\alpha)$ twice contributes $-v$ to $v''$. The wedge now begins after

$$t_{\rm delay}=\frac{R}{W/(2\epsilon)}=\frac{2R\epsilon}{W}.$$

**Numbers for silicon near 550 °C**

Take $v_0=0.1$ nm/s, $v_2=0.04$ nm/s and $v_1=0.004$ nm/s, with $R=20$ nm and $h=60$ nm. The threshold speed for {111} is

$$v_0\cos\alpha+v_2\sin\alpha=0.0577+0.0327=0.0904\ \text{nm/s}.$$

The chosen {111} speed is far below it, which gives

$$D=0.0904-0.004=0.0864\ \text{nm/s},\qquad W=\frac{0.0864}{0.471}=0.183\ \text{nm/s}.$$

The wedge starts at the {111} point of the original corner,

$$\bigl(R(1-\sin\alpha),\,R(1-\cos\alpha)\bigr)=(3.7,\,8.5)\ \text{nm},$$

about 51.5 nm below the surface. After 60 s, $\sin\delta=0.1833\times60/40=0.275$, so $\delta=16.0^\circ$ and the wedge angle is $148^\circ$. The tip has advanced along [111] by

$$0.004\times60+20(1-0.961)\approx1.0\ \text{nm},$$

while the (001) front has advanced 6 nm. This is the lag of the corner.

The later times are

$$t_2=\frac{20\times0.8165}{0.0864}=189\ \text{s},\qquad t_1=\tfrac23t_2=126\ \text{s}.$$

At $t_2$ the tip is at (7.6, 18.9) nm. From there the seam rises at $68^\circ$ to the surface and arrives after $60/0.1=600$ s, at $x=0.04\times600=24$ nm.

The tip's $x$ coordinate at first falls slightly and then rises. After 60 s it is 3.52 nm, still below the 3.67 nm at the start. No crystal turns amorphous again. The tip is a crossing point, and it slides along the front while every front element advances.

These formulas were tested against a numerical solution of the front equation, which was given the original corner and $v(\theta)$ but not the arc construction. At 60 s it puts the tip at (3.55, 10.40) nm, against (3.52, 10.41) nm from the formula. At 140 s, in the second stage, it gives a wedge angle of $105.1^\circ$, against $105.0^\circ$.

Two changes show the role of the speeds. First, raise $v_1$ to 0.1 nm/s with $v_0$ and $v_2$ held fixed. Then $D=-0.0096$ nm/s, and a {111} facet opens. After 300 s its length is 6.11 nm by the formula and 6.05 nm in the numerical solution.

Second, replace the step-flow law by a speed of 0.1 nm/s in every direction. The corner stays round until $20/0.1=200$ s and then becomes sharp at (20, 20) nm. The full $90^\circ$ corner appears at 200 s, against 189 s before. That these times are close is an accident of the chosen speeds, since their ratio depends on $v_0$, $v_1$ and $v_2$. The step-flow law differs in starting a wedge at once, near the original corner. It does so even for $v_0=v_1=v_2$, where $D=v_0(\cos\alpha+\sin\alpha-1)>0$. A slower {111} speed increases $W$ and makes the wedge sharpen faster.

**From a seam to a defect**

Both fronts continue the same crystal, so a perfect lattice could close along the seam. Two causes can prevent this.

The first is a stacking error on {111}. Turn the crystal above a {111} plane by $180^\circ$ about the bonds that cross it. Every atom, on either side of the plane, keeps 4 nearest and 12 second neighbours at unchanged distances. The first change is in the third shell. Two bonds at opposite ends of a crossing bond of length $d$ now lie directly above one another, and each adds $d/3$ along the axis. Their outer atoms are $d+2d/3=5d/3=0.392$ nm apart, whereas the perfect crystal has its third shell at 0.450 nm. Interactions that reach only to second neighbours thus do not reject the wrong stacking.

On (001) an arriving atom can form two bonds to the crystal. If their unit vectors are $\mathbf t_1$ and $\mathbf t_2$, the other two tetrahedral directions are fixed as

$$-\tfrac12(\mathbf t_1+\mathbf t_2)\pm\tfrac{\sqrt3}{2}\,\mathbf t_1\times\mathbf t_2 .$$

At the very start the wedge is flanked by surfaces close to {111}; with the speeds used here they have turned 16° away from it after 60 s. That stacking errors begin there and are carried along the seam is a plausible conjecture, which the front model does not test.

The second cause is displacement. Amorphous silicon is roughly 1.8 % less dense than the crystal. If the whole difference appeared as a change in height, a 60 nm layer would shrink by $0.018\times60=1.1$ nm. The length of a typical dislocation's Burgers vector is $a/\sqrt2=0.38$ nm, with $a$ the lattice constant. The available mismatch is therefore not negligible. How much of it flow in the amorphous material removes is not determined here.

**How far the numbers can be trusted**

The speeds and their ratios are rough typical values for undoped silicon near 550 °C, and the depth and radius are plausible for a shallow implant. Real devices break several assumptions. Their amorphous edge is neither exactly vertical nor circular, and dopants change the growth speed. A mask window also has two edges. With the speeds used here, if it is narrower than $2v_2h/v_0=48$ nm but at least $2R=40$ nm wide, so that both rounded corners fit, the two side fronts meet before the surface is reached. The two seams join there, and a single vertical seam continues to the surface. In a wide enough window with a vertical side, if the rounded corner is used up before the surface is reached, the end of the seam for a given depth depends only on the ratio $v_2/v_0$: values of 0.3 and 0.5 move it to 18 and 30 nm. A side tilted by $10^\circ$, with normal at $\theta=80^\circ$, moves with $\mathbf u_U$; the seam then ends about 19 nm, not 24 nm, from where that side first met the surface, and this distance also depends on $v_1$. Doubling $v_1$ changes $t_2$ only from 189 to 198 s.

A temperature 5 K higher raises the speeds by about 26 % for an activation energy of 2.7 eV. If this energy is the same for all orientations, the times shorten but the seam stays in place. A stress of 0.5 GPa, with a rough activation volume of 0.15 atomic volumes, changes a speed by about 14 %. If it raised the lateral speed alone, the seam would end near $24\times1.14=27$ nm. A slowdown confined to the corner matters more. A bottom front that lags at the tip is tilted toward the other {111} plane and moves sideways at $|b|=0.066$ nm/s, faster than the tip at $v_2=0.04$ nm/s, so the lag spreads instead of being absorbed. With the speed law mirrored about (001) and speeds lowered by up to 14 % within about 5 nm of the tip, the front equation leaves the tip about 6 nm below $y=v_0t$ after 600 s, and the amorphous region is no longer convex.

Interface energy sets a capillary length $\ell$ of order 0.5 nm, from rough values of 0.4 J/m² and a driving energy of 0.1 eV per atom. This is small beside the 20 nm corner. It does not give the shape of the tip: in the third stage the tip advances along [111] at 0.090 nm/s, 23 times $v_1$, and a speed $v(\theta)(1+\ell\kappa)$ with curvature $\kappa$ reaches this only at a radius of about 0.02 nm. That is below an atomic spacing, so the tip itself lies outside a continuum description. A blunt {111} minimum with $\epsilon=0.05$, or about $3^\circ$, delays the wedge by $2\times20\times0.05/0.183=11$ s. Blunting the minimum in this way also raises the {111} speed itself, from 0.004 to 0.0086 nm/s.

Random nucleation competes if crystallites appear in the amorphous silicon before the fronts arrive. With a rough incubation time of $10^4$ s, regrowth takes 6 % of it, and the fronts win. A much thicker layer or slower fronts at the same incubation time would remove this margin, and crystallites could then form ahead of the fronts. The numerical output lists the remaining values.

## Table of computed values

```
Angle between [001] and [111]: 54.74 deg
Temperature: 550 C; kT: 0.0709 eV
Speeds (001), (110), (111): 0.100, 0.040, 0.004 nm/s
Corner radius: 20 nm; amorphous depth: 60 nm
Threshold (111) speed for a wedge: 0.0904 nm/s
Threshold / (001) speed: 0.904
Speed deficit D: 0.0864 nm/s; arc crossing speed W: 0.1833 nm/s
Lower arc velocity (x, y): -0.0658, 0.1000 nm/s
Upper arc velocity (x, y): 0.0400, -0.0496 nm/s
Seam start (x, y): 3.67, 8.45 nm; depth 51.5 nm
Upper arc gone t1: 126.0 s; wedge angle 109.5 deg
Lower arc gone t2: 189.0 s; t2/t1: 1.500
Tip at t1 (x, y): 5.04, 13.74 nm
Tip at t2 (x, y): 7.56, 18.90 nm
Time s | formula x nm, y nm, angle deg | front solver, same
   60 |   3.52  10.41  148.1 |   3.55  10.40  148.1
   90 |   3.96  11.75  131.3 |   3.99  11.74  131.3
  140 |   5.60  14.68  105.0 |   5.61  14.70  105.1
  300 |  12.00  30.00   90.0 |  12.02  30.01   90.0
Tip advance along [111] in 60 s: 1.01 nm
(001) front advance in 60 s: 6.00 nm
Full regrowth time: 600 s
Seam end at surface, x: 24.0 nm
Late seam angle to surface: 68.2 deg
Isotropic control, sharpening time: 200 s
Isotropic solver angle at 100, 250 s: 180.1, 90.0 deg
Threshold control, solver angle at 300 s: 180.0 deg
Fast-(111) facet at 300 s, formula: 6.11 nm
Fast-(111) facet at 300 s, solver: 6.05 nm
Twin: first, second neighbours: 4, 12
Third-shell distance, perfect: 0.4503 nm
Third-shell distance, twin: 0.3920 nm
Blunt dip half-width: 2.9 deg
Wedge delay from blunt dip: 10.9 s (crossing: 10.9 s)
Capillary inputs: 0.4 J/m2, 0.1 eV/atom
Capillary length: 0.50 nm
Stress inputs: 0.5 GPa, 0.15 atomic volumes
Speed change from stress: 14 %
Speed change for +5 K at 2.7 eV: 26 %
Height change from 1.8 % density deficit: 1.08 nm
Burgers vector length a/sqrt(2): 0.384 nm
Rough random-nucleation incubation: 10000 s
Regrowth time / incubation: 0.06
(110) ratio 0.3: t2 209 s, seam end 18 nm
(110) ratio 0.5: t2 173 s, seam end 30 nm
(111) speed doubled: t2 198 s
```
